# Source-drain tunnelling through a rectangular barrier on a finite-difference grid

## Problem

In the off state of a short transistor, electrons can tunnel from source to drain under the barrier set by the gate. Model the barrier as a rectangle of height $V$ and length $L$, with potential zero in both leads and the same effective mass $m$ everywhere. An electron arrives from the source with energy $E$, where $0<E<V$. Atomic units are used in the algebra, so $\hbar=1$, and

$$k^2=2mE,\qquad \kappa^2=2m(V-E).$$

The Schrödinger equation is solved on a uniform grid of spacing $a$ with the three-point second difference:

$$-t(\psi_{n+1}-2\psi_n+\psi_{n-1})+V_n\psi_n=E\psi_n,\qquad t=\frac{1}{2ma^2}. \tag{1}$$

The sites $n=1,\dots,N$ carry $V_n=V$, all others carry zero, and $L=Na$.

1. At what rate $\kappa_{\rm lat}$ does the wave decay on the grid?
2. How does the grid transmission $T_{\rm lat}$ compare with the continuum value $T$ at the same $m$, $V$, $E$ and $L$, and how does the comparison change with $L$ at fixed $a$?
3. Under what conditions does the answer to question 2 fail?

For numbers take $m=0.2$ electron masses, $V=0.5$ eV, $E=0.1$ eV, $a=5$ Å and $L=100$ Å (10 nm). Then $k=0.07245$ Å$^{-1}$ and $\kappa=0.1449$ Å$^{-1}$ (0.0767 in atomic units).

## First estimate by scaling

The transmission of a thick barrier scales as $e^{-2\kappa L}$. The grid changes $\kappa$ by a relative amount which must be a function of the dimensionless product $\kappa a$. The second difference is even in $a$, so this function starts at $(\kappa a)^2$. The change in $\ln T$ is therefore of order $\kappa L(\kappa a)^2=\kappa^3a^2L$.

A Taylor expansion supplies the sign and the coefficient:

$$\frac{\psi(x+a)-2\psi(x)+\psi(x-a)}{a^2}=\psi''+\frac{a^2}{12}\psi''''+\dots$$

For $\psi=e^{-qx}$ the right side is $q^2(1+q^2a^2/12+\dots)\psi$. The grid sees more curvature than the function has. Since the curvature is fixed at $\kappa^2\psi$ by the energy, $q$ must be smaller than $\kappa$:

$$q^2\left(1+\frac{\kappa^2a^2}{12}\right)\approx\kappa^2\quad\Rightarrow\quad q\approx\kappa\left(1-\frac{\kappa^2a^2}{24}\right).$$

With the prefactor of the exponential left alone, the estimate is

$$\frac{T_{\rm lat}}{T}\approx e^{2(\kappa-q)L}\approx\exp\left(\frac{\kappa^3a^2L}{12}\right). \tag{2}$$

Here $\kappa a=0.7245$ and $\kappa L=14.49$, so the exponent is $14.49\times0.525/12=0.634$ and the ratio is about 1.88. The estimate says nothing about reflection at the two interfaces, nor about the higher powers of $\kappa a$, which is not very small.

## Exact solution on the grid

**Decay constant.** Inside the barrier put $\psi_n=e^{\mp\eta n}$ into (1). Both signs give

$$V-E=t(e^{\eta}+e^{-\eta}-2)=4t\sinh^2(\eta/2).$$

Multiplication by $2ma^2=1/t$ turns the left side into $\kappa^2a^2$, hence $\sinh(\eta/2)=\kappa a/2$. With $\eta=\kappa_{\rm lat}a$,

$$\boxed{\kappa_{\rm lat}=\frac{2}{a}\,\mathrm{asinh}\frac{\kappa a}{2}} \tag{3}$$

To bound this, note that the derivative of $\mathrm{asinh}\,y$ is $(1+y^2)^{-1/2}$, which for $y>0$ lies between $1-y^2/2$ and 1. Integration from zero gives $y-y^3/6<\mathrm{asinh}\,y<y$. With $y=\kappa a/2$,

$$0<2(\kappa-\kappa_{\rm lat})L<\frac{\kappa^3a^2L}{12}. \tag{4}$$

The grid wave thus decays too slowly for every $a>0$, and the leading term is an upper bound on the error of the exponent. The next term of the series, from $\mathrm{asinh}\,y=y-y^3/6+3y^5/40-\dots$, is

$$\kappa_{\rm lat}=\kappa\left[1-\frac{(\kappa a)^2}{24}+\frac{3(\kappa a)^4}{640}-\dots\right].$$

In the leads, $\psi_n=e^{\pm i\theta n}$ gives $E=4t\sin^2(\theta/2)$, so $\sin(\theta/2)=ka/2$. A propagating wave requires $ka<2$; here $ka=0.36$.

**Matching.** Equation (1) at site 0 has zero potential and contains $\psi_1$, so the lead form of the wave holds up to $n=1$. At site 1 it has potential $V$ and contains $\psi_0$, so the barrier form holds from $n=0$. The two forms agree on sites 0 and 1. By the same argument they agree on sites $N$ and $N+1$ at the drain end.

Measure position from the midpoint between sites 0 and 1, $s=n-\tfrac12$, and write

$$\psi=e^{i\theta s}+re^{-i\theta s},\qquad \psi=Ae^{\eta s}+Be^{-\eta s},\qquad \psi=ge^{i\theta(s-N)}$$

in source, barrier and drain. Equality on two sites is the same as equality of the sum and of the difference of the two values. At the source end, $s=\pm\tfrac12$, these are

$$\cos\tfrac{\theta}{2}\,(1+r)=\cosh\tfrac{\eta}{2}\,(A+B),\qquad i\sin\tfrac{\theta}{2}\,(1-r)=\sinh\tfrac{\eta}{2}\,(A-B).$$

Rescale $A$ and $B$ by the common factor $\cosh(\eta/2)/\cos(\theta/2)$, calling the results $A'$ and $B'$, and define

$$\tau=\tan(\theta/2),\qquad\sigma=\tanh(\eta/2),\qquad\rho=\tau/\sigma.$$

The conditions at the two ends become

$$1+r=A'+B',\qquad i\rho(1-r)=A'-B',$$
$$g=A'e^{N\eta}+B'e^{-N\eta},\qquad i\rho g=A'e^{N\eta}-B'e^{-N\eta}.$$

These are the continuum conditions on $\psi$ and $\psi'$, with $k/\kappa$ replaced by $\rho$ and $\kappa L$ by $N\eta$. The interfaces lie at midpoints between sites, which is why $N$ sites make a barrier of length $Na$.

Half the sum and half the difference of the last pair give

$$A'=\tfrac g2(1+i\rho)e^{-N\eta},\qquad B'=\tfrac g2(1-i\rho)e^{N\eta}.$$

Insert these in the first pair:

$$1+r=g(\cosh N\eta-i\rho\sinh N\eta),\qquad 1-r=g\left(\cosh N\eta+\frac i\rho\sinh N\eta\right).$$

Adding the two eliminates $r$:

$$\frac1g=\cosh N\eta+\frac i2\left(\frac1\rho-\rho\right)\sinh N\eta.$$

The leads are identical, so incoming and outgoing waves have the same velocity and $T_{\rm lat}=|g|^2$. With $\cosh^2=1+\sinh^2$ and $1+\tfrac14(1/\rho-\rho)^2=\tfrac14(\rho+1/\rho)^2$,

$$\frac{1}{T_{\rm lat}}=1+\frac14\left(\rho+\frac1\rho\right)^2\sinh^2N\eta. \tag{5}$$

The continuum result has $\rho_0=k/\kappa$ in place of $\rho$ and $\kappa L$ in place of $N\eta$.

**Thick barrier.** When $e^{2\kappa L}$ and $e^{2N\eta}$ are large, $\sinh^2N\eta\approx e^{2N\eta}/4$ and the 1 in (5) may be dropped; both steps cost relative errors of order $e^{-2N\eta}$. Then

$$T_{\rm lat}\approx\frac{16}{(\rho+1/\rho)^2}e^{-2\kappa_{\rm lat}L},\qquad \frac{T_{\rm lat}}{T}=C\,e^{2(\kappa-\kappa_{\rm lat})L},\qquad C=\left(\frac{\rho_0+1/\rho_0}{\rho+1/\rho}\right)^2. \tag{6}$$

$C$ does not depend on $L$. At fixed $a$ and $E$ the ratio therefore grows exponentially with length, and whatever the value of $C$ it exceeds 1 beyond some finite $L$. This is a statement about relative error: $T_{\rm lat}$ itself still falls as $e^{-2\kappa_{\rm lat}L}$.

**Prefactor.** From $\tan^2=\sin^2/(1-\sin^2)$ and $\tanh^2=\sinh^2/(1+\sinh^2)$,

$$\rho^2=\frac{k^2}{\kappa^2}\,\frac{1+\kappa^2a^2/4}{1-k^2a^2/4}.$$

Let $u=\ln\rho^2$ and $u_0=\ln\rho_0^2$. The logarithm of the last equation gives $u-u_0=(k^2+\kappa^2)a^2/4+O(a^4)$. Since $\rho+1/\rho=2\cosh(u/2)$, we have $\ln C=2\ln\cosh(u_0/2)-2\ln\cosh(u/2)$. The derivative of $2\ln\cosh(u/2)$ is $\tanh(u/2)$, so

$$\ln C\approx-(u-u_0)\tanh\frac{u_0}{2}=-\frac{(k^2+\kappa^2)a^2}{4}\,\frac{k^2-\kappa^2}{k^2+\kappa^2}=\frac{(\kappa^2-k^2)a^2}{4}.$$

Together with the leading term of the exponent,

$$\boxed{\ln\frac{T_{\rm lat}}{T}=a^2\left[\frac{\kappa^3L}{12}+\frac{\kappa^2-k^2}{4}\right]+O(a^4)} \tag{7}$$

for a thick barrier.

## Comparison of estimate and solution

At $a=5$ Å, (3) gives $\kappa_{\rm lat}=0.1419$ Å$^{-1}$, 2% below $\kappa$. In the table, $T_{\rm lat}$ was obtained by running (1) site by site, independently of (5).

| $L$ (Å) | $T$ | $T_{\rm lat}/T$ | estimate (2) | law (7) |
|---|---|---|---|---|
| 50 | $1.3\times10^{-6}$ | 1.48 | 1.37 | 1.51 |
| 100 | $6.6\times10^{-13}$ | 1.99 | 1.88 | 2.08 |
| 150 | $3.4\times10^{-19}$ | 2.69 | 2.59 | 2.86 |
| 200 | $1.7\times10^{-25}$ | 3.63 | 3.55 | 3.92 |

Each further 50 Å multiplies the true ratio by 1.349. At 100 Å the exponential part is $1.349^2=1.82$, and the prefactor $C=1.094$ brings it to 1.99.

The scaling estimate has the right form, but its closeness is partly a cancellation. Its exponent, 0.634, is about 6% above the true $\ln1.82=0.599$, as the next term of the series predicts: the relative correction is $\tfrac{9}{80}(\kappa a)^2=0.059$. Against this, it leaves out $\ln C=0.090$. The excess in the exponent grows with $L$ and the omission does not, so the estimate lies below the solution up to about 260 Å and above it beyond.

Law (7) includes the prefactor, and its remaining error is of fourth order. At 100 Å, halving $a$ from 2 to 1 Å reduces that error by a factor 15.85, close to the 16 of an $a^4$ term.

**Choice of spacing.** For a relative error $\varepsilon$, (7) asks for

$$a^2\le\frac{\ln(1+\varepsilon)}{\kappa^3L/12+(\kappa^2-k^2)/4},$$

provided the barrier is thick, $\kappa a$ and $ka$ are small and the denominator is positive. At 100 Å the denominator is $0.02536+0.00394=0.0293$ Å$^{-2}$, so a 10% error allows $a=1.80$ Å. With 56 sites, $a=1.79$ Å, the ratio is 1.097. At fixed energy and large $L$ the permitted spacing falls as $L^{-1/2}$, and the number of barrier sites grows as $L^{3/2}$. This is a rule for the tunnelling transmission at one energy and one mass. It does not carry over to a total current that is carried mainly at other energies, as in the 300 K, 100 Å cases below.

## Where the overestimate fails

**Energies well up the barrier.** If $E>V/2$, then $k>\kappa$ and the prefactor lowers $T_{\rm lat}$. The bracket in (7) is negative for

$$L<L^*=\frac{3(k^2-\kappa^2)}{\kappa^3}.$$

At $E=0.4$ eV, $k^2=4\kappa^2$ and $L^*=9/\kappa=124$ Å. With $a=2.5$ Å, the ratio is 0.987 at 60 Å and 1.014 at 200 Å. The shorter barrier still has $\kappa L=4.3$, so it is thick enough for (7) and is nevertheless underestimated. Higher orders move the crossing outward, to about 130 Å at $a=2.5$ Å and about 140 Å at $a=5$ Å. $L^*$ has meaning only when $\kappa L^*$ is large. For any thickness, the same expansion of (5) shows that $\ln(1/T_{\rm lat}-1)-\ln(1/T-1)=-a^2[\kappa^3L\coth(\kappa L)/12+(\kappa^2-k^2)/4]+O(a^4)$. Since $x\coth x\ge1$, the bracket can be negative only if $k^2>4\kappa^2/3$, that is $E>4V/7=0.286$ eV. Between $V/2$ and $4V/7$ a fine grid overestimates at every length.

**One site too many.** If the grid has nodes at both ends of the barrier and both receive the full $V$, there are $N+1$ barrier sites. The transmission is then multiplied by $e^{-2\kappa_{\rm lat}a}$. At $E=0.1$ eV and $a=5$ Å this factor is $e^{-1.419}=0.242$, and the ratio at 100 Å drops from 1.99 to 0.48. The exponential growth continues underneath, but it needs about 222 Å to make up the loss. For small $a$, setting $\kappa^3a^2L/12$ equal to $2\kappa a$ puts this length near $24/(\kappa^2a)$: refinement pushes it outward, while the misplacement error itself falls only linearly in $a$.

**Thermal current.** A device current sums over energies. Take one transverse mode, an empty drain and a source Fermi level 0.1 eV above the band edge, and weight the transmission with the Fermi function, keeping $a=5$ Å.

- At 77 K and 100 Å practically all the current passes below the barrier top, and the grid overestimates it by a factor 2.07, near the fixed-energy 1.99.
- At 300 K and 50 Å, 99% passes below the top, and the factor is 1.38.
- At 300 K and 100 Å, 1.7% passes below the top, and the grid gives 0.92 of the continuum current.

The last result has the opposite sign. Formula (5) shows a tendency that way at $E=V$: as $\eta\to0$ it becomes $1/T_{\rm lat}=1+N^2\tau^2$, with $N\tau=(kL/2)/\sqrt{1-k^2a^2/4}$, while the continuum has $1/T=1+(kL/2)^2$. The grid barrier is less transparent there, by a factor 0.84 for these numbers. The 1.7% of the current that passes below the top is too small to supply the missing 8%, so most of the thermal shortfall must come from energies above the top.

## The model beside a real transistor

The parameters are round values in the rough range of an n-channel transistor in its off state: a barrier of a few tenths of an eV, a light transport mass and a gate at the short end of what is built. The spacing of 5 Å is coarse; 2.5 Å reduces the ratio at 100 Å to 1.20. One assumption that real devices do not meet is the rectangular shape, since the barrier is rounded and the drain bias tilts it. With peak height, $L$ and $E$ held fixed at 0.5 eV, 100 Å and 0.1 eV, a parabolic barrier transmits $3.1\times10^{-9}$, some 4700 times the rectangular value. A barrier falling linearly by 0.3 eV towards a drain lowered by the same amount transmits $4.3\times10^{-10}$, some 650 times that value. Band structure matters too. A two-band dispersion, $\kappa^2\to\kappa^2[1-(V-E)/E_g]$ with a gap $E_g=1.1$ eV, raises the exponential factor about 350 times, whereas a mass of 0.9, as in a heavy valley, multiplies it by about $10^{-14}$. The two-band form assumes that the band edges on either side of the gap lie at the same point of the Brillouin zone and are coupled to each other. The 1.1 eV gap of silicon is indirect, so the factor 350 is not a silicon value. There the correction depends on the valley and on the direction of transport, and has to be taken from the complex band structure. For this example, then, the choice of physical model moves $T$ far more than the mesh does. The mesh error itself depends strongly on the mass, since $\kappa^3\propto m^{3/2}$: with $m=0.9$ the ratio $T_{\rm lat}/T$ at 100 Å is 173 for $a=5$ Å and still 2.2 for $a=1.79$ Å.

At the fixed energy of 0.1 eV the mesh error survives the change of shape in weaker form: the 5 Å grid overestimates the parabolic barrier by a factor 1.34 and the tilted one by 1.36, relative to a grid of 0.25 Å. If the decay law is applied locally, $\kappa^3L$ in (2) becomes $\int\kappa^3dx$. For the tilted barrier $V-E$ falls linearly from 0.4 to 0.1 eV, and the mean of $\kappa^3$ is 0.517 of its value at the source end. The exponent is then $0.517\times0.634=0.33$ and the factor 1.39, near the computed 1.36. The remaining difference includes the prefactor and the higher orders in $a$, which this local estimate omits.

The thermal figures given earlier are also specific to the rectangle. At 300 K and 100 Å, with the same source, 80% of the current passes below the top of the parabolic barrier and the 5 Å grid gives 1.01 of the continuum current. For the tilted barrier the share is 95% and the factor 0.96.

The full set of values is in the numerical output below.

## Computed results

```
mass m = 0.2 electron masses
barrier V = 0.5 eV, energy E = 0.1 eV
grid spacing a = 5.0 angstrom
k = 0.07245 1/angstrom
kappa = 0.14491 1/angstrom = 0.07668 a.u.
kappa_lat = 0.14191 1/angstrom = 0.07510 a.u.
kappa a = 0.7245, kappa_lat a = 0.7095
hopping t = 0.7620 eV
prefactor C = 1.0941
leading estimate of C = 1.1034
L (angstrom), T, T_lat, T_lat/T, leading-law ratio:
  50  1.3034e-06  1.9242e-06  1.4763  1.5149
  100  6.6366e-13  1.3219e-12  1.9919  2.0799
  150  3.3791e-19  9.0817e-19  2.6876  2.8555
  200  1.7205e-25  6.2391e-25  3.6263  3.9204
main length: 100 angstrom = 10 nm
ratio growth per 50 angstrom = 1.3493
T_lat/T at 100 angstrom, a = 2.5 angstrom: 1.1975
remainder ratio, a = 2 to a = 1 angstrom: 15.85
spacing limit for 10% error at 100 angstrom: 1.804 angstrom
  check: 56 sites give T_lat/T = 1.0971
E = 0.4 eV: sign-change length L* = 124.2 angstrom
  a = 2.5 angstrom, L = 60 angstrom: T_lat/T = 0.9867
  a = 2.5 angstrom, L = 200 angstrom: T_lat/T = 1.0144
one surplus site, E = 0.1 eV, a = 5 angstrom:
  L = 100 angstrom: T_lat/T = 0.4819
  L = 200 angstrom: T_lat/T = 0.8773
  L = 250 angstrom: T_lat/T = 1.1838
  overestimate starts at L = 221.8 angstrom
thermal current, source Fermi level 0.1 eV, a = 5 angstrom:
L (angstrom), temperature (K), share below V, grid/continuum:
  50  300  0.9876  1.3767
  100  300  0.0167  0.9225
  100  77  1.0000  2.0705
other shapes, L = 100 angstrom, tilt drop = 0.3 eV:
shape, T at a = 0.25 angstrom, T(a=5)/T(a=0.25), mesh shift 0.5 to 0.25:
  parabolic  3.130e-09  1.3395  2.3e-03
  tilted  4.348e-10  1.3614  2.5e-03
two-band gap 1.1 eV: T factor at 100 angstrom = 351
mass 0.9 electron masses: T factor = 7.70e-15
```
